# Roughness scatter from a 13.5 nm mirror and a 193 nm lens: a numerical check

```python
# Result under test: for equal small rms roughness sigma, the scattered fraction is
#   mirror: (4 pi sigma cos(theta) / wavelength)^2
#   lens surface in air, normal incidence: (2 pi (n-1) sigma / wavelength)^2
# so a 13.5 nm mirror scatters about 2600 times more than a silica surface at 193 nm.
# sigma: rms height (nm); n: glass index; theta: angle of incidence;
# k: vacuum wavenumber (1/nm); alpha: lateral wavenumber (1/nm).
# Scattered fraction = non-specular power / total power in the useful direction.
import numpy as np
from scipy.integrate import quad

wl_mirror, wl_lens = 13.5, 193.0
n_glass, sigma = 1.56, 0.15
k_mirror, k_lens = 2 * np.pi / wl_mirror, 2 * np.pi / wl_lens


def sinusoidal_surface(rms, wavelength, period, n, angle):
    """Wave equation at a sinusoidal air/glass surface, E along the grooves.
    Plane-wave orders are matched in value and slope on the true surface."""
    k = 2 * np.pi / wavelength
    m = np.arange(-3, 4)
    alpha = k * np.sin(angle) + 2 * np.pi * m / period
    q_air = np.sqrt(k**2 - alpha**2 + 0j)
    q_glass = np.sqrt((n * k)**2 - alpha**2 + 0j)
    x = np.arange(m.size)[:, None] * period / m.size
    h = np.sqrt(2) * rms * np.cos(2 * np.pi * x / period)
    up = np.exp(1j * (alpha * x + q_air * h))
    down = np.exp(1j * (alpha * x - q_glass * h))
    q_in = k * np.cos(angle)
    incident = np.exp(1j * (k * np.sin(angle) * x - q_in * h))[:, 0]
    matrix = np.block([[up, -down], [1j * q_air * up, 1j * q_glass * down]])
    rhs = np.concatenate([-incident, 1j * q_in * incident])
    amplitude = np.linalg.solve(matrix, rhs)
    reflected = q_air.real * abs(amplitude[:m.size])**2 / q_in
    transmitted = q_glass.real * abs(amplitude[m.size:])**2 / q_in
    side = m != 0
    return (transmitted[side].sum(), transmitted.sum(),
            reflected[side].sum(), reflected.sum())


def layer_fields(k, alpha, layers, substrate):
    """Reflection amplitude and field at each interface, bottom to top."""
    q = np.sqrt((substrate * k)**2 - alpha**2 + 0j)
    field, slope = 1 + 0j, -1j * q
    values = [field]
    for n, d in layers:
        q = np.sqrt((n * k)**2 - alpha**2 + 0j)
        c, s = np.cos(q * d), np.sin(q * d)
        field, slope = field * c + slope * s / q, -q * field * s + slope * c
        values.append(field)
    q_top = np.sqrt(k**2 - alpha**2)
    incident = (field + 1j * slope / q_top) / 2
    back = (field - 1j * slope / q_top) / 2
    return back / incident, np.array(values) / incident


def layer_scatter(rms, k, angle, lateral, layers, substrate):
    """First-order reflected scatter of a rough stack, relative to specular.
    Returns (same relief on all interfaces, independent reliefs)."""
    alpha0 = k * np.sin(angle)
    r0, field0 = layer_fields(k, alpha0, layers, substrate)
    eps = np.array([substrate] + [n for n, d in layers] + [1.0], complex)**2
    step = eps[:-1] - eps[1:]
    copied = independent = 0.0
    for sign in (-1, 1):
        alpha1 = alpha0 + sign * lateral
        q1 = np.sqrt(k**2 - alpha1**2)
        field1 = layer_fields(k, alpha1, layers, substrate)[1]
        source = k**2 / (2 * q1) * step * field0 * field1
        weight = rms**2 / 2 * q1 / (k * np.cos(angle)) / abs(r0)**2
        copied += weight * abs(source.sum())**2
        independent += weight * (abs(source)**2).sum()
    return copied, independent


# Derived formulas
s_mirror = (2 * k_mirror * sigma)**2
s_lens = (k_lens * (n_glass - 1) * sigma)**2
ratio = s_mirror / s_lens
wave_factor = (wl_lens / wl_mirror)**2
path_factor = (2 / (n_glass - 1))**2

# Lens surface: wave equation against the path formula
side_t, total_t, side_r, total_r = sinusoidal_surface(
    sigma, wl_lens, 50 * wl_lens, n_glass, 0.0)
lens_numeric = side_t / total_t
assert abs(total_t + total_r - 1) < 1e-8
assert abs(lens_numeric / s_lens - 1) < 0.01
back_to_forward = side_r / side_t
fresnel = ((n_glass - 1) / (n_glass + 1))**2
back_formula = fresnel / (1 - fresnel) * path_factor
assert abs(back_to_forward / back_formula - 1) < 0.01

angle_lens = np.radians(30)
oblique = sinusoidal_surface(sigma, wl_lens, 50 * wl_lens, n_glass, angle_lens)
lens_oblique = oblique[0] / oblique[1]
cos_t = np.sqrt(1 - (np.sin(angle_lens) / n_glass)**2)
oblique_formula = (k_lens * sigma * (n_glass * cos_t - np.cos(angle_lens)))**2
assert abs(lens_oblique / oblique_formula - 1) < 0.01

fine = sinusoidal_surface(sigma, wl_lens, 2.5 * wl_lens, n_glass, 0.0)
lens_fine = fine[0] / fine[1]

# The layer calculation must agree with the wave equation at one interface
single = layer_scatter(sigma, k_lens, 0.0, k_lens / 2.5, [], n_glass)[0]
assert abs(single / (fine[2] / fine[3]) - 1) < 2e-3

# Model multilayer: period chosen for highest reflectance at normal incidence
n_heavy, n_light, pairs, heavy_share = 0.92 + 0.006j, 1.00 + 0.002j, 40, 0.4


def make_stack(period):
    return [(n_heavy, heavy_share * period),
            (n_light, (1 - heavy_share) * period)] * pairs


periods = np.linspace(6.6, 7.3, 141)
reflectances = [abs(layer_fields(k_mirror, 0.0, make_stack(p), n_light)[0])**2
                for p in periods]
best = int(np.argmax(reflectances))
assert 0 < best < len(periods) - 1
period, reflectance = periods[best], reflectances[best]
stack = make_stack(period)

# Copied roughness: sum over all interfaces against the double-path formula
long_wave = 1e-4 * k_mirror
mirror_numeric, mirror_independent = layer_scatter(
    sigma, k_mirror, 0.0, long_wave, stack, n_light)
assert abs(mirror_numeric / s_mirror - 1) < 1e-3
angle_mirror = np.radians(6)
mirror_six = layer_scatter(sigma, k_mirror, angle_mirror, long_wave,
                           stack, n_light)[0]
assert abs(mirror_six / (s_mirror * np.cos(angle_mirror)**2) - 1) < 1e-3
wide = {deg: layer_scatter(sigma, k_mirror, 0.0,
                           k_mirror * np.sin(np.radians(deg)),
                           stack, n_light)[0] / s_mirror for deg in (1, 5)}

ratio_numeric = mirror_numeric / lens_numeric
assert abs(ratio_numeric / ratio - 1) < 0.01
assert 2550 < ratio_numeric < 2650

# Random surfaces: power outside the zero order of the Fourier transform
rng = np.random.default_rng(7)
size, corr = 1024, 3.0
f = np.fft.fftfreq(size)
smooth = np.exp(-(np.pi * corr)**2 * (f[:, None]**2 + f[None, :]**2) / 2)


def random_relief():
    noise = rng.standard_normal((size, size))
    relief = np.fft.ifft2(np.fft.fft2(noise) * smooth).real
    relief -= relief.mean()
    return sigma * relief / relief.std()


def screen_scatter(phase):
    power = abs(np.fft.fft2(np.exp(1j * phase)))**2
    return 1 - power[0, 0] / power.sum()


mirrors, lens_surfaces = 6, 40
total_relief = random_relief()
one_screen = screen_scatter(2 * k_mirror * total_relief)
gaussian_one = 1 - np.exp(-s_mirror)
assert abs(one_screen / gaussian_one - 1) < 2e-3
for _ in range(mirrors - 1):
    total_relief = total_relief + random_relief()
six_screens = screen_scatter(2 * k_mirror * total_relief)
gaussian_six = 1 - np.exp(-mirrors * s_mirror)
assert abs(six_screens / gaussian_six - 1) < 0.03
lens_system = 1 - np.exp(-lens_surfaces * s_lens)

# Same scattering angles select different spatial-frequency bands
angle_low, angle_high = 1e-3, 1e-1


def band_variance(wavelength, p):
    low, high = np.log(angle_low / wavelength), np.log(angle_high / wavelength)
    return quad(lambda u: 2 * np.pi * np.exp((2 - p) * u), low, high)[0]


band_ratio = {}
for p in (2.0, 2.5):
    band_ratio[p] = (ratio * band_variance(wl_mirror, p)
                     / band_variance(wl_lens, p))
    law = path_factor * (wl_lens / wl_mirror)**(4 - p)
    assert abs(band_ratio[p] / law - 1) < 1e-6

per_incident = mirror_numeric * reflectance / side_t

print(f"mirror wavelength: {wl_mirror:.1f} nm")
print(f"lens wavelength: {wl_lens:.1f} nm")
print(f"glass index (rounded): {n_glass:.2f}")
print(f"rms roughness of both: {sigma:.2f} nm")
print(f"mirror rms phase: {np.sqrt(s_mirror):.4f} rad")
print(f"lens rms phase: {np.sqrt(s_lens):.6f} rad")
print(f"mirror scatter, formula: {100 * s_mirror:.3f} %")
print(f"mirror scatter, layer sum: {100 * mirror_numeric:.3f} %")
print(f"lens scatter, formula: {1e6 * s_lens:.3f} ppm")
print(f"lens scatter, wave equation: {1e6 * lens_numeric:.3f} ppm")
print(f"wavelength factor: {wave_factor:.1f}")
print(f"path factor: {path_factor:.2f}")
print(f"ratio, formula: {ratio:.0f}")
print(f"ratio, numerical: {ratio_numeric:.0f}")
print(f"lens roughness for mirror's scatter: {sigma * np.sqrt(ratio):.2f} nm")
print(f"one mirror, Gaussian formula: {100 * gaussian_one:.3f} %")
print(f"one mirror, random surface: {100 * one_screen:.3f} %")
print(f"number of mirrors: {mirrors}")
print(f"all mirrors, Gaussian formula: {100 * gaussian_six:.2f} %")
print(f"all mirrors, random surfaces: {100 * six_screens:.2f} %")
print(f"number of lens surfaces: {lens_surfaces}")
print(f"all lens surfaces: {1e6 * lens_system:.1f} ppm")
print(f"system ratio: {gaussian_six / lens_system:.0f}")
print(f"stack index, heavy layer: {n_heavy.real:.2f} + {n_heavy.imag:.3f}i")
print(f"stack index, light layer: {n_light.real:.2f} + {n_light.imag:.3f}i")
print(f"stack pairs: {pairs}")
print(f"heavy-layer share of period: {heavy_share:.1f}")
print(f"stack period: {period:.3f} nm")
print(f"stack reflectance: {100 * reflectance:.1f} %")
print(f"ratio, mirror at 6 deg: {mirror_six / lens_numeric:.0f}")
print(f"ratio, lens at 30 deg: {mirror_numeric / lens_oblique:.0f}")
print(f"lens scatter / formula, period 2.5 waves: {lens_fine / s_lens:.3f}")
for deg, value in wide.items():
    print(f"mirror scatter / formula, scattered by {deg} deg: {value:.3f}")
print("independent / copied layer roughness, scatter: "
      f"{mirror_independent / mirror_numeric:.4f}")
print("ratio with independent layer roughness: "
      f"{mirror_independent / lens_numeric:.0f}")
print(f"lens backward / forward scatter: {back_to_forward:.3f}")
print(f"ratio per incident power: {per_incident:.0f}")
print(f"scattering angles compared: {1e3 * angle_low:.0f} to "
      f"{1e3 * angle_high:.0f} mrad")
for name, wl in (("mirror", wl_mirror), ("lens", wl_lens)):
    print(f"{name} lateral periods: {wl / angle_high / 1e3:.3f} to "
          f"{wl / angle_low / 1e3:.1f} um")
for p, value in band_ratio.items():
    print(f"ratio at equal angles, spectrum exponent {p:.1f}: {value:.0f}")
print("checks complete")
```

Output:

```
mirror wavelength: 13.5 nm
lens wavelength: 193.0 nm
glass index (rounded): 1.56
rms roughness of both: 0.15 nm
mirror rms phase: 0.1396 rad
lens rms phase: 0.002735 rad
mirror scatter, formula: 1.950 %
mirror scatter, layer sum: 1.950 %
lens scatter, formula: 7.478 ppm
lens scatter, wave equation: 7.480 ppm
wavelength factor: 204.4
path factor: 12.76
ratio, formula: 2607
ratio, numerical: 2606
lens roughness for mirror's scatter: 7.66 nm
one mirror, Gaussian formula: 1.931 %
one mirror, random surface: 1.931 %
number of mirrors: 6
all mirrors, Gaussian formula: 11.04 %
all mirrors, random surfaces: 10.91 %
number of lens surfaces: 40
all lens surfaces: 299.1 ppm
system ratio: 369
stack index, heavy layer: 0.92 + 0.006i
stack index, light layer: 1.00 + 0.002i
stack pairs: 40
heavy-layer share of period: 0.4
stack period: 6.915 nm
stack reflectance: 74.5 %
ratio, mirror at 6 deg: 2578
ratio, lens at 30 deg: 2184
lens scatter / formula, period 2.5 waves: 1.078
mirror scatter / formula, scattered by 1 deg: 1.000
mirror scatter / formula, scattered by 5 deg: 1.000
independent / copied layer roughness, scatter: 0.0731
ratio with independent layer roughness: 191
lens backward / forward scatter: 0.641
ratio per incident power: 2041
scattering angles compared: 1 to 100 mrad
mirror lateral periods: 0.135 to 13.5 um
lens lateral periods: 1.930 to 193.0 um
ratio at equal angles, spectrum exponent 2.0: 2607
ratio at equal angles, spectrum exponent 2.5: 689
checks complete
```
